# Electrostatic Layer Correction: Linear-Cost Derivation and Gap-Dependent Error Bound

## 1. The form fixed by symmetry and dimensions

A neutral slab of point charges repeats in $x$ and $y$ but not in $z$. A three-dimensional periodic solver places copies of it at heights $nL_z$. The task is to remove the effect of these copies.

Let $\phi_2(\mathbf r)$ be the potential of unit charges on the in-plane lattice, and $\phi_3(\mathbf r)$ that of the three-dimensional lattice with a uniform neutralizing background. The cell has area $A=L_xL_y$ and volume $V=AL_z$. Lengths are in Å, charges in units of $e$, and potentials are stripped of the factor $C=e^2/4\pi\varepsilon_0$. For $|z|<L_z$ both potentials have the same point sources, so $\psi=\phi_3-\phi_2$ feels the background alone:

$$\nabla^2\psi=\frac{4\pi}{V}.$$

It is periodic in the plane and even in $z$. For each in-plane reciprocal vector $\mathbf k\ne0$, of length $k$, its Fourier coefficient obeys $\psi_k''=k^2\psi_k$, whose even solution is a hyperbolic cosine. For $\mathbf k=0$, $\psi_0''=4\pi/V$. Hence, with $\boldsymbol\rho=(x,y)$,

$$\psi=\text{const}+\frac{2\pi z^2}{V}+\sum_{\mathbf k\ne0}\frac{f(kL_z)}{Ak}\,e^{i\mathbf k\cdot\boldsymbol\rho}\cosh kz. \tag{1}$$

The prefactor is dimensional. A unit point charge has in-plane Fourier density $1/A$, the potential is an inverse length, and the remaining lengths are $1/k$ and $L_z$. Only the dimensionless function $f$ is left to find.

## 2. The two kernels

**One layer.** Let charges $q_i$ with $\sum_iq_i=0$ occupy a slab of thickness $h$. Its energy per cell is

$$E_{2D}=\frac C2\sum_{\mathbf R}\sum_{ij}{}'\frac{q_iq_j}{|\mathbf r_{ij}+\mathbf R|},$$

where the prime omits $i=j$ at $\mathbf R=0$. At large $R$, expand in $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. The zeroth-order term contains $(\sum_i q_i)^2=0$. The first contains $\sum_{ij}q_iq_j\mathbf r_{ij}=0$. The second is of order $R^{-3}$, so the sum over a plane converges absolutely.

To obtain a plane-wave form, replace $1/r$ by $e^{-\mu r}/r$. With $\kappa=\sqrt{k^2+\mu^2}$, each Fourier coefficient satisfies $u''-\kappa^2u=-4\pi\delta(z)/A$. The decaying solution is $u=2\pi e^{-\kappa|z|}/(A\kappa)$, since its slope jumps by $-4\pi/A$ at $z=0$. For $k=0$ and small $\mu$,

$$u=\frac{2\pi}{A\mu}-\frac{2\pi|z|}{A}+O(\mu).$$

The divergent constant drops out of a neutral energy. The screened cell–cell terms remain bounded by a constant times $R^{-3}$, uniformly in $\mu$, so the limit $\mu\to0$ may be taken term by term. Up to a constant,

$$\phi_2=\frac{2\pi}{A}\Big[-|z|+\sum_{\mathbf k\ne0}\frac{e^{i\mathbf k\cdot\boldsymbol\rho-k|z|}}{k}\Big]. \tag{2}$$

**The periodic stack.** For $k\ne0$ the periodic coefficient is the sum of the decaying solutions centred at every $nL_z$. For $|z|<L_z$,

$$\sum_{n=-\infty}^{\infty}e^{-k|z-nL_z|}=e^{-k|z|}+\sum_{n=1}^{\infty}e^{-nkL_z}\left(e^{kz}+e^{-kz}\right)=e^{-k|z|}+\frac{2\cosh kz}{e^{kL_z}-1}. \tag{3}$$

The first term belongs to $\phi_2$. Multiplying the second by $2\pi/(Ak)$ gives $f(kL_z)=4\pi/(e^{kL_z}-1)$.

For $k=0$, the conducting (tinfoil) convention omits the zero vector of the three-dimensional lattice, so the coefficient has zero mean. It is

$$\frac{2\pi}{A}\left(-|z|+\frac{z^2}{L_z}+\frac{L_z}{6}\right).$$

Its curvature away from the charge is $4\pi/V$. Its slope is $-2\pi/A$ just above $z=0$ and $+2\pi/A$ just below $z=L_z$, which supplies the required jump. Its mean vanishes because $-\tfrac12+\tfrac13+\tfrac16=0$. Subtracting $-2\pi|z|/A$ leaves the quadratic term of (1) and a constant.

## 3. The corrected energy

The difference $\psi$ is smooth at the origin, so the interaction of a charge with its own images is included by keeping $i=j$:

$$E_{3D}-E_{2D}=\frac C2\sum_{ij}q_iq_j\,\psi(\mathbf r_{ij}).$$

The constant vanishes by neutrality. With $M=\sum_iq_iz_i$,

$$\sum_{ij}q_iq_j(z_i-z_j)^2=2\Big(\sum_jq_j\Big)\sum_iq_iz_i^2-2M^2=-2M^2.$$

The quadratic term therefore contributes $\tfrac C2\cdot\tfrac{2\pi}{V}(-2M^2)=-2\pi CM^2/V$, and

$$\boxed{E_{2D}=E_{3D}+\frac{2\pi C M^2}{V}-E_{lc}} \tag{4}$$

$$E_{lc}=\frac{2\pi C}{A}\sum_{\mathbf k\ne0}\frac{1}{k(e^{kL_z}-1)}\sum_{ij}q_iq_j\,e^{i\mathbf k\cdot\boldsymbol\rho_{ij}}\cosh kz_{ij}. \tag{5}$$

The two corrections have different origins. The dipole term removes the field that the tinfoil convention imposes on a polarized stack. It falls as $1/L_z$ for fixed $M$. The term $E_{lc}$ is the interaction with the image layers: the factor $1/(e^{kL_z}-1)=\sum_{n\ge1}e^{-nkL_z}$ counts them one by one. Their $k=0$ parts cancel, because for $n\geq1$ the sum $\sum_{ij}q_iq_j(nL_z+z_{ij})$ is zero. A neutral, laterally uniform layer thus exerts no force on a distant copy, and the remaining interaction comes from lateral charge patterns, whose fields decay exponentially.

Neutrality removed the constant, the term in $\sum_iq_iz_i^2$ and the $k=0$ image terms. A charged slab needs additional terms and is not covered by (4).

## 4. Product decomposition

Evaluated literally, (5) costs $N^2$ operations per vector. Define the one-particle sums

$$S_\pm(\mathbf k)=\sum_iq_i\,e^{i\mathbf k\cdot\boldsymbol\rho_i\pm kz_i}.$$

Since $S_-^*=\sum_jq_je^{-i\mathbf k\cdot\boldsymbol\rho_j-kz_j}$,

$$S_+S_-^*=\sum_{ij}q_iq_j\,e^{i\mathbf k\cdot\boldsymbol\rho_{ij}}e^{kz_{ij}}.$$

Exchanging $i$ and $j$ shows that the same sum with $e^{-kz_{ij}}$ is the complex conjugate. Half the total of the two gives the hyperbolic cosine:

$$E_{lc}=\frac{2\pi C}{A}\sum_{\mathbf k\ne0}\frac{\operatorname{Re}[S_+(\mathbf k)S_-^*(\mathbf k)]}{k(e^{kL_z}-1)}. \tag{6}$$

The algorithm is as follows.

1. Choose a cutoff $K$ and list the vectors with $0<|\mathbf k|<K$.
2. For each vector, accumulate $S_+$ and $S_-$ in one pass over the particles.
3. Add the weighted product to $E_{lc}$, then apply (4).

Because $S_\pm(-\mathbf k)=S_\pm(\mathbf k)^*$, half the vectors suffice. Shifting the origin of $z$ multiplies $S_+$ and $S_-$ by reciprocal factors and leaves the product unchanged. Placing it at mid-slab limits each exponential to $e^{kh/2}$.

Forces need no pair loop either. Write $t_i^\pm=q_ie^{i\mathbf k\cdot\boldsymbol\rho_i\pm kz_i}$. Then $\partial S_\pm/\partial z_i=\pm k\,t_i^\pm$ and $\partial S_\pm/\partial\boldsymbol\rho_i=i\mathbf k\,t_i^\pm$. Using $\operatorname{Re}(S_+\,\delta S_-^*)=\operatorname{Re}(S_+^*\,\delta S_-)$,

$$\frac{\partial E_{lc}}{\partial z_i}=\frac{2\pi C}{A}\sum_{\mathbf k\ne0}\frac{\operatorname{Re}(t_i^+S_-^*-t_i^-S_+^*)}{e^{kL_z}-1},$$

$$\frac{\partial E_{lc}}{\partial\boldsymbol\rho_i}=\frac{2\pi C}{A}\sum_{\mathbf k\ne0}\frac{\mathbf k}{k}\,\frac{\operatorname{Re}[i(t_i^+S_-^*+t_i^-S_+^*)]}{e^{kL_z}-1}.$$

Taking minus the gradient of (4) gives $\mathbf F_i=\mathbf F_i^{3D}-(4\pi Cq_iM/V)\hat{\mathbf z}+\nabla_iE_{lc}$.

## 5. Error bound

Suppose all vectors with $|\mathbf k|\ge K$ are omitted. First bound one mode. With $z$ measured from mid-slab, let $U$ and $W$ be the sums of $q_ie^{i\mathbf k\cdot\boldsymbol\rho_i}$ weighted by $\cosh kz_i$ and $\sinh kz_i$. Then $S_\pm=U\pm W$ and

$$S_+S_-^*=|U|^2-|W|^2+(WU^*-UW^*).$$

The bracket is a number minus its conjugate, hence imaginary. With $Q=\sum_i|q_i|$, the bounds $|U|\le Q\cosh(kh/2)$ and $|W|\le Q\sinh(kh/2)$ give

$$|\operatorname{Re}(S_+S_-^*)|\le Q^2\cosh^2\frac{kh}{2}=\frac{Q^2}{4}e^{kh}(1+e^{-kh})^2. \tag{7}$$

Now use $L_z=h+g$, where $g>0$ is the gap, and $e^{kL_z}-1=e^{kL_z}(1-e^{-kL_z})$. The factor $e^{kh}$ cancels part of $e^{kL_z}$, so the gap, not the full cell height, controls convergence. For $k\ge K$,

$$\frac{|\operatorname{Re}(S_+S_-^*)|}{k(e^{kL_z}-1)}\le Q^2c_KF(k),\qquad F(k)=\frac{e^{-kg}}{k},\qquad c_K=\frac{(1+e^{-Kh})^2}{4(1-e^{-KL_z})},$$

because the factor replaced by $c_K$ decreases with $k$.

It remains to sum $F$. Surround each reciprocal vector by its rectangle of area $4\pi^2/A$ and half-diagonal

$$d=\pi\sqrt{L_x^{-2}+L_y^{-2}}.$$

A point $\mathbf p$ in the rectangle of $\mathbf k$ satisfies $|\mathbf k|\ge|\mathbf p|-d$, and an omitted vector also has $|\mathbf k|\ge K$. As $F$ decreases, $F(k)\le F(\max[p-d,K])$. The rectangles do not overlap and lie outside the radius $K-d$. Assuming $K\ge d$,

$$\sum_{|\mathbf k|\ge K}F(k)\le\frac{A}{4\pi^2}\left[\pi\{(K+d)^2-(K-d)^2\}F(K)+2\pi\int_K^\infty(s+d)F(s)\,ds\right].$$

The ring has area $4\pi Kd$ and contributes $4\pi d\,e^{-Kg}$. In the integral, $(s+d)/s\le1+d/K$, so it is at most $(1+d/K)e^{-Kg}/g$. Therefore

$$\sum_{|\mathbf k|\ge K}F(k)\le\frac{A}{2\pi}e^{-Kg}\left[2d+\frac{1+d/K}{g}\right].$$

Multiplication by $2\pi CQ^2c_K/A$ cancels the area:

$$\boxed{|\delta E|\le CQ^2c_K\,e^{-Kg}\left[2d+\frac{1+d/K}{g}\right],\qquad K\ge d.} \tag{8}$$

This is an absolute bound on the energy of the whole cell. It does not include the error of the three-dimensional solver, and it does not bound the forces.

**No layer correction.** Setting $K=k_{\min}=2\pi/\max(L_x,L_y)$ bounds $E_{lc}$ itself. The condition $K\ge d$ then requires a side ratio no larger than $\sqrt3$. At large gap the shortest vectors dominate, and the neglected energy falls as $e^{-k_{\min}g}$ unless their summed amplitude vanishes.

**Small gap.** As $g\to0$ at fixed $K$ with $Kh\gg1$ and $K\gg d$, (8) approaches $CQ^2/4g$. This divergence is physical. Put charge $Q/4$ on each face at one lateral position and $-Q/4$ on each face at another. Across the gap, each face charge meets an equal image charge at distance $g$, with energy $2C(Q/4)^2/g=CQ^2/8g$ per cell. The limiting bound is twice this value. It is reached in magnitude by charges $+Q/2$ and $-Q/2$ on opposite faces at the same lateral position, whose attraction across the gap is $-C(Q/2)^2/g=-CQ^2/4g$ per cell.

**Cost.** About $AK^2/4\pi$ vectors lie inside the cutoff. For tolerance $\varepsilon$, the exponential requires roughly $K\approx g^{-1}\ln(CQ^2/\varepsilon\ell)$, where $\ell$ is a length set by the slower factors. The work is linear in $N$ at fixed cell and cutoff. If a slab grows laterally at fixed density and gap, $A\propto N$ and the work grows as $N^2$, apart from logarithms. Increasing $g$ in proportion to the lateral size keeps the number of vectors constant up to logarithms, so the work grows as $N$, again apart from logarithms, but it gives the three-dimensional solver more empty space to treat.

## 6. A worked slab

Eight charges $\pm1\,e$ occupy a cell of side 10 Å, with $h=4$ Å, $M=1.5\,e$ Å and $Q=8\,e$. Their coordinates are listed in the numerical output. They are model charges held in place; short-range forces and electronic response are absent.

At $g=4$ Å, $V=800$ Å$^3$ and the dipole term is

$$\frac{2\pi(14.39965)(1.5)^2}{800}=0.25446\ \text{eV}.$$

Equation (4) then gives

$$E_{2D}=-21.28515+0.25446-0.08384=-21.11453\ \text{eV}.$$

An independent real-space lattice sum, extrapolated in the size of the block of cells, gives the same value. The test holds to within $10^{-6}$ eV at all six gaps from 2 to 20 Å. The image layers can also be summed directly: $n=\pm1$ supply 0.08337 eV and $n=\pm2$ supply 0.00046 eV, together 0.08383 eV. By (6), successive distant pairs shrink by a factor of about $e^{-k_{\min}L_z}=0.0066$, so the third supplies about $3\times10^{-6}$ eV. The test includes it, and needs it to meet its tolerance of $10^{-6}$ eV.

The uncorrected tinfoil energy is misleading as a convergence indicator. At $g=2$ Å it lies only 0.011 eV below $E_{2D}$, because the dipole term, 0.339 eV, and the layer term, 0.328 eV, nearly cancel. At $g=4$ Å its error has grown to 0.171 eV.

**Decay with gap.** Between 16 and 20 Å the layer energy falls from $3.625\times10^{-5}$ to $2.905\times10^{-6}$ eV. The rate is

$$\tfrac14\ln(12.48)=0.631\ \text{Å}^{-1},$$

against $k_{\min}=0.628$ Å$^{-1}$. By (6), the small excess comes from longer reciprocal vectors, which have not quite died out.

**Reading the bound.** For $g=8$ Å with no vectors kept, $d=0.4443$ Å$^{-1}$, $c_K=0.2923$ and $e^{-Kg}=0.00656$. Thus

$$|E_{lc}|\le14.40\cdot64\cdot0.2923\cdot0.00656\left[0.8886+\frac{1.707}{8}\right]\approx1.95\ \text{eV}.$$

The actual value is 0.0061 eV, about 320 times smaller. Most of this factor arises because the bound allows every charge to add in phase at the slab faces in every mode, which this arrangement does not do. The rest comes from overestimating the sum over modes.

A case without cancellation in the leading mode is more revealing. Put two charges $+1\,e$ at $x=0$, one on each face, and two charges $-1\,e$ at $x=5$ Å, likewise, all at $y=0$. For $\mathbf k=\pm k_{\min}\hat{\mathbf x}$ the phases turn opposite charges into equal contributions, and (7) becomes an equality. At $g=8$ Å these two vectors give

$$\frac{2\pi C}{A}\,\frac{2\cdot16\cosh^2(k_{\min}h/2)}{k_{\min}(e^{k_{\min}L_z}-1)}\approx0.088\ \text{eV}.$$

The four diagonal vectors of length $\sqrt2\,k_{\min}$ add 0.014 eV, which brings the sum to 0.1025 eV. Longer vectors supply the small remainder of the computed 0.1026 eV. The bound for $Q=4\,e$ is 0.487 eV, larger by a factor of 4.7. When $K$ equals the length of a reciprocal vector, as here, the exponential in (8) therefore cannot be improved for general charge arrangements; the prefactor can be pessimistic. For $K$ between two shells the error falls faster, as $e^{-k_1g}$ at large gap, where $k_1>K$ is the length of the shortest omitted vector. For these four charges with $K=1.2\,k_{\min}=0.754$ Å$^{-1}$ the rate is $\sqrt2\,k_{\min}=0.889$ Å$^{-1}$. The same vectors are omitted for $K=k_1$, so (8) may be evaluated there.

**Choosing the cutoff.** Keeping the vectors shorter than $3k_{\min}$ leaves an error of $2.9\times10^{-4}$ eV at $g=4$ Å and $8.1\times10^{-8}$ eV at 8 Å. The bounds are 0.15 and $6.8\times10^{-5}$ eV. If (8) is instead solved for a guaranteed $10^{-6}$ eV, the result is:

| $g$ (Å) | $K$ (Å$^{-1}$) | vectors |
|---:|---:|---:|
| 2 | 9.80 | 760 |
| 4 | 4.85 | 184 |
| 8 | 2.41 | 44 |
| 16 | 1.20 | 8 |

The product $Kg$ stays between 19.2 and 19.6, as the exponential predicts. At $g=2$ Å the estimate $AK^2/4\pi$ gives 764 vectors, close to the count of 760. Doubling the gap cuts the count by a factor of about four until only a few vectors remain and the area estimate becomes coarse. The actual errors in these four cases are below $3.6\times10^{-9}$ eV, so a cutoff chosen from (8) is safe but demands more vectors than this charge arrangement needs.

## Values computed for the example and the checks

```
Coulomb constant C = 14.39965 eV angstrom
cell side = 10.0, slab thickness h = 4.0 angstrom
charge (e) and position x, y, z (angstrom):
  +1  1.0 1.0 0.0
  +1  6.0 3.0 1.0
  +1  3.0 8.0 2.5
  +1  8.0 9.0 4.0
  -1  3.5 2.0 0.5
  -1  8.5 5.0 3.0
  -1  1.0 6.0 1.5
  -1  5.5 9.5 1.0
M = 1.50 e angstrom, Q = 8 e
k_min = 0.6283, d = 0.4443 1/angstrom
E_2D by real-space lattice sum = -21.114526 eV
gap (angstrom); E_3D, dipole term, E_lc, corrected E (eV):
     2  -21.125580  0.339284  3.282e-01  -21.114526
     4  -21.285152  0.254463  8.384e-02  -21.114526
     8  -21.278075  0.169642  6.093e-03  -21.114526
    12  -21.241297  0.127231  4.606e-04  -21.114526
    16  -21.216275  0.101785  3.625e-05  -21.114526
    20  -21.199344  0.084821  2.905e-06  -21.114526
gap (angstrom); bound on |E_lc| (eV), no vectors kept:
     2 1.366e+02
     4 2.888e+01
     8 1.948e+00
    12 1.475e-01
    16 1.154e-02
    20 9.144e-04
decay rate of residual, gap 16 to 20 = 0.6310 1/angstrom
gap 4: image layers n=+-1: 0.083373 eV, n=+-2: 0.000461 eV
gap 4, charge 2: z force, dipole part -0.33928, layer part 0.06116 eV/angstrom
largest worst-case tail / bound = 0.550
saturating 4 charges, gap 8: E_lc = 1.0261e-01 eV, bound = 4.8692e-01 eV
gap (angstrom), K/k_min; truncation error, bound (eV):
    4  2  9.32e-03  1.88e+00
    4  3  2.86e-04  1.47e-01
    4  4  1.73e-05  1.17e-02
    8  2  7.62e-05  1.06e-02
    8  3  8.06e-08  6.80e-05
    8  4  7.72e-11  4.42e-07
target 1e-06 eV: gap (angstrom), K (1/angstrom), vectors, error (eV):
    2   9.800   760  2.6e-09
    4   4.851   184  1.6e-10
    8   2.411    44  7.7e-11
   16   1.203     8  3.5e-09
```
